# Maximum Entropy Continuation in Bryan's Singular Space

## Two frequencies and one datum

Let a spectrum consist of two positive weights $a_1,a_2$, and let one number $G=K_1a_1+K_2a_2+\text{noise}$ be known with standard deviation $\sigma$. Divide by $\sigma$: $k_i=K_i/\sigma$, $g=G/\sigma$, with residual $r=k_1a_1+k_2a_2-g$ and $\chi^2=r^2$. One datum cannot fix two unknowns. The maximum entropy method picks the maximizer of
$$Q=\alpha S-\tfrac12\chi^2,\qquad S=\sum_i\Big[a_i-m_i-a_i\ln\frac{a_i}{m_i}\Big],$$
where $m_i>0$ is the default model and $\alpha>0$ the regularization weight. Since $\partial S/\partial a_i=1-\ln(a_i/m_i)-1=-\ln(a_i/m_i)$ and $\partial^2S/\partial a_i^2=-1/a_i$, $S$ is concave with maximum $0$ at $a=m$.

Setting $\partial Q/\partial a_i=0$ gives $\alpha\ln(a_i/m_i)=-k_ir$. Both logarithms are multiples of the same number $w=-r/\alpha$, so $a_i=m_ie^{k_iw}$, and one scalar equation remains:
$$f(w)=\alpha w+\sum_ik_im_ie^{k_iw}-g=0,\qquad f'(w)=\alpha+\lambda,\quad \lambda=\sum_ik_i^2a_i .$$
Because $f'\ge\alpha>0$, $f$ rises from $-\infty$ to $+\infty$ and has one root. Newton's step is $\delta w=-f/(\alpha+\lambda)$. From $w=0$ it gives $w_1=d/(\alpha+\lambda)$, with $d=g-\sum_ik_im_i$ the misfit of the default model and $\lambda$ taken at $a=m$. To first order in $w$ the residual is $r=-\alpha w_1=-d\,\alpha/(\alpha+\lambda)$: the fit absorbs the fraction $\lambda/(\alpha+\lambda)$ of the misfit.

The complementary fraction $\alpha/(\alpha+\lambda)$, with $\lambda$ now taken at the solution, governs the response to the default model. Change $\ln m_i$ by $\epsilon k_i$. Then $a_i=m_ie^{k_i(w+\epsilon)}$, and $\delta f=0$ reads $\alpha\,\delta w+\lambda(\delta w+\epsilon)=0$, so $\delta\ln a_i=k_i(\delta w+\epsilon)=\epsilon k_i\,\alpha/(\alpha+\lambda)$. Change $\ln m_i$ instead by $\epsilon p_i$ with $\sum_ik_ia_ip_i=0$. Then $f$ is unchanged to first order, $\delta w=0$, and the change passes into $\ln a$ in full. The general method has one such factor per direction.

## The singular space

Take $\hbar=k_B=1$, energies in units of a scale $t$. For fermions $G_l=\sum_iK_{li}a_i+\text{noise}$, with $K_{li}=e^{-\tau_l\omega_i}/(1+e^{-\beta\omega_i})$, $a_i=A(\omega_i)\Delta\omega$, $N_\tau$ times, $N_\omega\ge N_\tau$ frequencies, and the sign chosen so that $G>0$. The noise is Gaussian with covariance $C=LL^T$. Define $\tilde K=L^{-1}K$, $\tilde G=L^{-1}G$, $r=\tilde Ka-\tilde G$, so $\chi^2=|r|^2$. Put $H=\tilde K^T\tilde K=K^TC^{-1}K$, $D=\mathrm{diag}(a)$, $x=\ln(a/m)$.

The Hessian of $Q$ in $a$ is $-(\alpha D^{-1}+H)$, negative definite, so a stationary point is the unique maximum. Stationarity reads
$$\alpha x+\tilde K^Tr=0 .$$
Write $\tilde K=V\Sigma U^T$ with all $N_\tau$ singular values $\sigma_1\ge\sigma_2\ge\dots$ kept, so that $V$ is square and orthogonal and $U^TU=1$. With $B=U\Sigma$ one has $\tilde K^T=BV^T$ and $H=BB^T$. Stationarity becomes $x=Bw$ with $w=-V^Tr/\alpha$. The maximizer therefore has $\ln(a/m)$ in the span of the columns of $U$; no approximation enters as long as no nonzero singular value is dropped.

Existence follows from
$$F(w)=\tfrac{\alpha}{2}|w|^2+\sum_im_ie^{(Bw)_i}-w\cdot V^T\tilde G .$$
Its gradient is $\alpha w+B^Ta-V^T\tilde G=\alpha w+V^Tr$, because $B^T=V^T\tilde K$. Its Hessian is $\alpha+\Lambda$ with $\Lambda=B^TDB\ge0$. A function with Hessian at least $\alpha$ has one minimum, and multiplying $\nabla F=0$ by $B$ returns the stationarity condition of $Q$. The eigenvalues $\lambda_k$ of $\Lambda=X^TX$, $X=D^{1/2}B$, are, apart from zeros, those of $XX^T=D^{1/2}HD^{1/2}$.

## Newton equations

Bryan's form uses the unwhitened kernel, $K=V_0\Sigma_0U_0^T$, and $x=U_0u$. Multiplying the stationarity condition by $U_0^T$ gives $\alpha u+g=0$, $g=\Sigma_0V_0^TC^{-1}(Ka-G)$. Since $\delta a=DU_0\delta u$, we have $\delta g=\Sigma_0V_0^TC^{-1}V_0\Sigma_0\,U_0^TDU_0\,\delta u$, and Newton's equation is
$$(\alpha+MT)\,\delta u=-(\alpha u+g),\qquad M=\Sigma_0V_0^TC^{-1}V_0\Sigma_0,\quad T=U_0^TDU_0 .$$
Newton's equation for $F$ is $(\alpha+\Lambda)\delta w=-(\alpha w+V^Tr)$. The two steps coincide. Multiply the first by $U_0$, using $U_0MU_0^T=H$ and $U_0g=\tilde K^Tr$; multiply the second by $B$, using $B\Lambda=HDB$. Both give
$$(\alpha+HD)\,\delta x=-(\alpha x+\tilde K^Tr),$$
and $\alpha+HD=D^{-1/2}(\alpha+D^{1/2}HD^{1/2})D^{1/2}$ is invertible, so $\delta x$ is the same.

The algorithm for one $\alpha$ is: form $a=me^{Bw}$; solve for $\delta w$; compute $\eta=-\nabla F\cdot\delta w\ge0$; halve $s$ from $1$ until $F(w+s\,\delta w)\le F(w)-cs\eta$ with a small fixed $c>0$; stop when $\eta$ is negligible. It converges from any start. The iterates stay in a bounded level set of $F$, on which $|\delta w|\le|\nabla F|/\alpha$ is bounded; on a bounded set that also contains all trial points $w+s\,\delta w$, $0\le s\le1$, the Hessian lies between $\alpha$ and some $h$. There $|\delta w|^2\le\eta/\alpha$ and $F(w+s\,\delta w)\le F-s\eta+hs^2\eta/2\alpha$, so every $s\le2\alpha(1-c)/h$ is accepted and each step lowers $F$ by a fixed multiple of $\eta\ge|\nabla F|^2/h$. As $F$ is bounded below, $\nabla F\to0$. One starts at large $\alpha$ with $w=0$ and uses each solution as the start for the next smaller $\alpha$.

The worked model has $\beta=10/t$ and three Gaussians with (weight, centre, width) $=(0.35,-2,0.6)$, $(0.2,0,0.25)$, $(0.45,2.5,0.7)$, on 161 frequencies in $[-8,8]t$ and 41 times, with $C_{ll'}=\sigma^2e^{-|\tau_l-\tau_{l'}|/\xi}$, $\sigma=10^{-3}$, $\xi=0.5/t$, one noise draw, and a Gaussian default model of width $2t$. The singular values fall from $9.24\times10^3$ through $66.4$ ($k=10$) to $0.00565$ ($k=20$). At $\alpha=13.78$, started from the solution at $3\alpha$, the errors $|D^{1/2}\delta\ln a|$ are $0.15$, $1.7\times10^{-2}$, $3.3\times10^{-4}$, $1.6\times10^{-7}$, $4.2\times10^{-14}$; the last two give $e_{n+1}/e_n^2=4.2\times10^{-14}/(1.6\times10^{-7})^2\approx1.6$. Halving a small starting error divides the error after one step by $4.001$, as quadratic convergence requires. A maximization over all 161 weights, done without the SVD and from randomly perturbed starting points, agrees to $10^{-12}$ in $\ln a$.

## How the solution moves with $\alpha$

Differentiating $\nabla F=0$ gives $w+(\alpha+\Lambda)w'=0$, so $w'=-(\alpha+\Lambda)^{-1}w$. Because $Q$ is stationary in $a$, $dQ/d\alpha=S$. Because $V$ is orthogonal, $\chi^2=\alpha^2|w|^2$, and
$$\frac{d\chi^2}{d\alpha}=2\alpha\,w\cdot\big[w-\alpha(\alpha+\Lambda)^{-1}w\big]=2\alpha\,w^T\Lambda(\alpha+\Lambda)^{-1}w\ge0 .$$
With $w_k$ the components along the eigenvectors of $\Lambda$, the slope $p=d\ln\chi^2/d\ln\alpha=2\sum_kw_k^2\frac{\lambda_k}{\alpha+\lambda_k}\big/\sum_kw_k^2$ lies between $0$ and $2$. It is small when the residual sits in directions with $\lambda_k\ll\alpha$. For $\alpha\to\infty$, $Q(a)\ge Q(m)$ and $S\le0$ give $\chi^2\le\chi^2(m)$, so $x=O(1/\alpha)$, $a\to m$ and $\alpha S=O(1/\alpha)$.

The historic rule solves $\chi^2=N_\tau$. Where $x\ne0$, $w^T\Lambda w=|D^{1/2}x|^2>0$ makes $\chi^2$ strictly increasing, so the root is unique if it exists, and it lies above another $\alpha$ precisely when $\chi^2<N_\tau$ there. It does not exist if no positive spectrum reaches $\chi^2<N_\tau$, or if $\chi^2(m)<N_\tau$. The kink rule takes the maximum of the curvature $(dp/d\ln\alpha)/(1+p^2)^{3/2}$, at the bend between the flat part at small $\alpha$ and the rise; equal scales on the two axes are a convention, and rescaling one axis changes the function maximized.

## The posterior of $\alpha$

Take the prior $\prod_ida_i\,a_i^{-1/2}e^{\alpha S}/Z_S$ and the likelihood $\propto e^{-\chi^2/2}$. The evidence is proportional to $Z_S^{-1}\int\prod_ida_i\,a_i^{-1/2}e^{Q}$. Expand $Q$ to second order and freeze $a^{-1/2}$ at the maximum:
$$e^{Q}(\det D)^{-1/2}(2\pi)^{N_\omega/2}\det(\alpha D^{-1}+H)^{-1/2}=e^Q(2\pi)^{N_\omega/2}\det(\alpha+D^{1/2}HD^{1/2})^{-1/2}.$$
Setting $H=0$, $Q=0$ gives $Z_S\approx(2\pi/\alpha)^{N_\omega/2}$. In the ratio the zero eigenvalues cancel:
$$\mathcal L(\alpha)=Q+\tfrac12\sum_k\ln\frac{\alpha}{\alpha+\lambda_k}.$$

The approximation of $Z_S$ is controlled for $z=\alpha m_i\gg1$; the numerator, expanded about $a$ instead of $m$, needs in the same way $\alpha a_i\gg1$ in the directions the data leave free. For one bin put $a=m(1+e)$. Then $\alpha S=z(-e^2/2+e^3/6-e^4/12+\dots)$ and $(1+e)^{-1/2}=1-e/2+3e^2/8-\dots$. With the Gaussian moments $\langle e^2\rangle=1/z$, $\langle e^4\rangle=3/z^2$, $\langle e^6\rangle=15/z^3$, the relative correction at order $1/z$ is
$$\tfrac38\langle e^2\rangle-\tfrac{z}{12}\langle e^4\rangle-\tfrac{z}{12}\langle e^4\rangle+\tfrac{z^2}{72}\langle e^6\rangle=\Big(\tfrac38-\tfrac14-\tfrac14+\tfrac{5}{24}\Big)\frac1z=\frac1{12z},$$
the terms coming from the measure, the cross term $(-e/2)(ze^3/6)$, the quartic term and half the square of the cubic term. At $z=200$ this predicts $1.000417$, and quadrature gives $1.000419$. For two bins and one datum at large $\alpha m_i$, quadrature gives the log evidence $-1.33426$ against $\mathcal L=-1.33419$. In the worked model at $\alpha=13.78$ the largest $\alpha m_i$ is $0.275$, and the one-bin norm is $0.8062$ of its Gaussian value. There $\mathcal L$ is a conventional definition, not a controlled approximation to the evidence.

Using $dQ/d\alpha=S$ and $d\ln\det Y=\mathrm{Tr}\,Y^{-1}dY$ for $Y=\alpha+\Lambda$,
$$\frac{d\mathcal L}{d\ln\alpha}=\alpha S+\tfrac12\sum_k\Big(1-\frac{\alpha}{\alpha+\lambda_k}\Big)-\frac\alpha2\mathrm{Tr}\big[(\alpha+\Lambda)^{-1}\Lambda'\big],$$
where $\Lambda'=B^T\mathrm{diag}(a')B$ and $a'=DBw'$. The sum is $N_g=\sum_k\lambda_k/(\alpha+\lambda_k)$, the number of directions the data control. With the Jeffreys prior $d\alpha/\alpha$, the density in $\ln\alpha$ is $e^{\mathcal L}$. The classic rule drops the trace and sets the rest to zero, $-2\alpha S=N_g$. Bryan's rule averages $a(\alpha)$ with weight $e^{\mathcal L}d\ln\alpha$. Since $\mathcal L\to-\chi^2(m)/2$ for $\alpha\to\infty$, that weight is not normalizable without an upper cutoff.

In the model the classic root is $\alpha=13.78$, $S=-0.3183$: $2\times13.78\times0.3183=8.772=N_g$. The dropped term is $-0.2306$, so $\mathcal L$ is still falling and its maximum lies lower. If the posterior is taken as Gaussian in $\ln\alpha$ with its width $0.513$, the shift is $-0.2306\times0.513^2=-0.061$; the actual one is $\ln(12.99/13.78)=-0.059$. The plateau $\mathcal L=-5455.3$ lies about $5411$ below the maximum $-44.3$, so the cutoff is immaterial here. The $L_1$ error $\sum_i|a_i-a_i^{\rm true}|$ is relative to total weight 1, and the true $A(0)$ is $0.3205/t$.

| rule | $\alpha$ | $\chi^2$ | $A(0)\,t$ | $L_1$ error |
|---|---|---|---|---|
| historic | 243.9 | 41.00 | 0.431 | 0.317 |
| kink | 186.1 | 36.08 | 0.435 | 0.301 |
| classic | 13.78 | 22.41 | 0.346 | 0.138 |
| maximum of $\mathcal L$ | 12.99 | 22.32 | 0.343 | 0.137 |
| Bryan average | 11.93 | 22.26 | 0.337 | 0.138 |

For the average, $\alpha$ means $e^{\langle\ln\alpha\rangle}$. Too small an $\alpha$ also fails: the error is $0.424$ at $\alpha=1$ and $1.467$ at $\alpha=0.01$, while $\chi^2$ moves from $20.66$ to $20.16$. The ranking holds for this draw, in which the true spectrum itself has $\chi^2=32.53<41$.

A linearized argument shows that at an $\alpha$ matching the prior the expected $\chi^2$ lies below $N_\tau$, so that the historic root tends to lie higher. With $a\approx m+DBw$ and $D$ fixed, $V^Tr=\Lambda w-d$, $d=V^T(\tilde G-\tilde Km)$, so $w=(\alpha+\Lambda)^{-1}d$ and $V^Tr=-\alpha w$. If the true spectrum is drawn from the Gaussian prior, of covariance $D/\alpha$, then $d_k$ has variance $1+\lambda_k/\alpha$, and $\langle\chi^2\rangle=\sum_k\frac{\alpha^2}{(\alpha+\lambda_k)^2}\frac{\alpha+\lambda_k}{\alpha}=N_\tau-N_g$. The worked model does not meet this premise: with $D=\mathrm{diag}(m)$ and $\alpha m_i\le0.275$, each weight drawn from the Gaussian prior would be negative with probability at least $0.30$, and the draws below vary only the noise, so the comparison is empirical. Over 20 draws with the fixed spectrum, the classic $\alpha$ gives $\langle\chi^2+N_g\rangle=41.4$, consistent with $41$ within the uncertainty of the mean, about $8.7/\sqrt{20}\approx2$ from the scatter $8.7$ of $\chi^2$, and $\chi^2<41$ in 18 draws; in those a historic root lies above the classic one.

## The default model

Vary $m$ at fixed $\alpha$ and data. From $\delta\ln a=\delta\ln m+B\delta w$ and $\alpha\,\delta w+B^TD\,\delta\ln a=0$, multiplying the second by $B$ gives $(\alpha+HD)\delta\ln a=\alpha\,\delta\ln m$. Multiplying by $D^{1/2}$, with $D^{1/2}\delta\ln a=D^{-1/2}\delta a$,
$$D^{-1/2}\delta a=R\,D^{1/2}\delta\ln m,\qquad R=\alpha\,(\alpha+D^{1/2}HD^{1/2})^{-1}.$$
Along eigenvector $k$ the change survives with factor $\alpha/(\alpha+\lambda_k)$, and with factor 1 where $\lambda=0$. The diagonal scaling leaves diagonal elements alone, so $\sum_i\partial\ln a_i/\partial\ln m_i=\mathrm{Tr}R=N_\omega-N_g$. At the classic $\alpha$ the factors are $2.3\times10^{-5}$, $0.0229$, $13.78/(13.78+22.99)=0.375$ and $0.952$ for $k=1,7,9,11$, and the trace is $161-8.772=152.228$.

A finite bound follows. Along $m_s=m^{1-s}m'^s$, $0\le s\le1$, let $\epsilon=\max_i|\ln(m'_i/m_i)|$ and $n=\sum_ia_i$. Cauchy–Schwarz and $R\le1$ give $\|\dot a\|_1\le\sqrt n\,|D^{-1/2}\dot a|\le\sqrt n\cdot\sqrt n\,\epsilon$. Then $|\dot n|\le n\epsilon$, so $n(s)\le n(0)e^{\epsilon s}$, and integration gives
$$\|a'-a\|_1\le n(0)\,(e^{\epsilon}-1).$$
For $m\to m\,e^{0.3\sin(3\omega/t)}$ the bound is $e^{0.3}-1\approx0.350$ and the change is $0.130$.

One family of changes is equivalent to a shift of the data. For $m'=m\,e^{K^Ty}$,
$$a=m\exp\{K^Ty-K^TC^{-1}(Ka-G)/\alpha\}=m\exp\{-K^TC^{-1}(Ka-G-\alpha Cy)/\alpha\},$$
which is the condition for model $m$ and data $G+\alpha Cy$; uniqueness identifies the solutions. Multiplying $m$ by $e^{2K(\tau,\omega)}$ at $\tau=1/t$ is a shift of at most $2\alpha\sigma^2=2\times13.78\times10^{-3}\sigma=0.0276\,\sigma$, and it changes $a$ by $7.8\times10^{-4}$ in $L_1$.

With each model at its own classic $\alpha$, Gaussians of width $2t$ and $3t$ and a flat model give $A(0)=0.346$, $0.334$, $0.283/t$, but $G(\beta/2)=0.0671$, $0.0671$, $0.0670$. The flat and $2t$ spectra differ by $0.126$ in $L_1$ and by at most $2.1\times10^{-4}$ in $G$, a fifth of $\sigma$. Agreement among models is not accuracy: the three first moments, $0.417$, $0.417$, $0.416\,t$, all miss the true $0.425\,t$ by about 2% of its value. Likewise the three values of $G(\beta/2)$ all lie $1.2$ to $1.3\,\sigma$ below the exact $0.0683$.

## Truncating the singular space

Keep $s$ columns, $B=(B_s,B_>)$, $w=(w_s,w_>)$. The truncated problem minimizes $F$ built from $B_s$ and $V_s$, that is $a=me^{B_sw_s}$ with $\alpha w_s+B_s^Ta-V_s^T\tilde G=0$. The exact solution satisfies this same equation, which is the first $s$ components of $\nabla F=0$, and $a=m'e^{B_sw_s}$ with $m'=me^{B_>w_>}$. Truncation is thus a change of default model within the truncated problem, whose $R$ also obeys $R\le1$, so the bound holds with
$$\epsilon=\|B_>w_>\|_\infty\le|\Sigma_>w_>|\le\sigma_{s+1}|w|=\sigma_{s+1}\sqrt{\chi^2}/\alpha .$$
The condition $\sigma_{s+1}\sqrt{\chi^2}\ll\alpha$ is sufficient for a safe truncation, and it tightens as $\alpha$ falls at nearly constant $\chi^2$. For $s=16$ the bound is $0.14\times\sqrt{22.41}/13.78=0.048$, the actual $\epsilon$ is $0.0024$, and the $L_1$ change is $7.5\times10^{-4}$; the bound overestimates $\epsilon$ twentyfold. Keeping $s=8$, close to $N_g$, changes the spectrum by $0.25$, more than the error $0.138$ of the full solution; $s=24$ changes it by $5.7\times10^{-8}$. The numerical check that follows asserts the step equivalence, the derivatives, the response formulas, the data-shift identity and both bounds against independent solves.

## Computed results

```
beta=10.0 /t, sigma=0.001, xi=0.5 /t, Ntau=41, Nw=161, dw=0.10 t, range [-8.0,8.0] t
peaks (weight, centre/t, width/t): [(0.35, -2.0, 0.6), (0.2, 0.0, 0.25), (0.45, 2.5, 0.7)]
true A(0)=0.3205/t A(2.5t)=0.2565/t; exact G(beta/2)=0.06829, noisy 0.06545
chi2(true)=32.53, chi2(default, Gaussian width 2t)=10911
singular values k=1,5,10,15,20: 9.24e+03 1.68e+03 66.4 0.983 0.00565 ; count above 1e-12 sv1: 29
full space vs Bryan: max|d ln a|=9.3e-13; share outside singular space 3.4e-12 (true spectrum 2.0e-03)
Newton error |sqrt(a) d ln a| from the 3*al solution: 1.5e-01 1.7e-02 3.3e-04 1.6e-07 4.2e-14
error ratio after one step when the start error is halved: 4.001
lam k=1,3,5,7,9,11: 5.91e+05 1.91e+05 8.29e+03 589 23 0.702
classic: S=-0.3183, -2 al S=8.772, dchi2/dal=0.1016, dropped term=-0.2306
prior norm / Gaussian value: 1.000419 at al*m=200, 0.8062 at the example's largest al*m=0.275
two-bin log evidence: quadrature -1.33426, Gaussian formula -1.33419
scan al=1e+08: chi2=10860 Ng=0.01 Lev=-5442.5 L1err=0.706
scan al=1e+05: chi2=3462.3 Ng=2.80 Lev=-2624.6 L1err=0.667
scan al=1e+03: chi2=110.12 Ng=6.43 Lev=-202.47 L1err=0.398
scan al=100: chi2=29.306 Ng=7.76 Lev=-59.115 L1err=0.260
scan al=10: chi2=22.014 Ng=8.94 Lev=-44.449 L1err=0.135
scan al=1: chi2=20.656 Ng=10.53 Lev=-52.647 L1err=0.424
scan al=0.01: chi2=20.156 Ng=11.23 Lev=-70.837 L1err=1.467
historic: al=243.9 chi2=41.00 Ng=7.26 A(0)=0.4313/t A(2.5t)=0.2006/t L1err=0.3171
kink: al=186.1 chi2=36.08 Ng=7.41 A(0)=0.4349/t A(2.5t)=0.2073/t L1err=0.3010
classic: al=13.78 chi2=22.41 Ng=8.77 A(0)=0.3462/t A(2.5t)=0.2841/t L1err=0.1380
max of Lev: al=12.99 chi2=22.32 Ng=8.80 A(0)=0.3428/t A(2.5t)=0.2860/t L1err=0.1371
Bryan average (al=exp<ln al>, Ng=<Ng>): al=11.93 chi2=22.26 Ng=8.86 A(0)=0.3372/t A(2.5t)=0.2888/t L1err=0.1375
posterior width in ln al=0.513; Lev max=-44.325, Lev(al=1e13)=-5455.3
20 noise draws, classic: al=13.9+-2.2, chi2=32.6+-8.7, <chi2+Ng>=41.4, chi2<Ntau in 18
transmission k=1: lam=5.905e+05, finite difference 0.000023, al/(al+lam)=0.000023
transmission k=7: lam=588.8, finite difference 0.022869, al/(al+lam)=0.022869
transmission k=9: lam=22.99, finite difference 0.374752, al/(al+lam)=0.374752
transmission k=11: lam=0.702, finite difference 0.951527, al/(al+lam)=0.951527
sum_i dln a_i/dln m_i=152.2279, Nw-Ng=152.2279
m -> m exp(0.3 sin(3w/t)): L1 change 0.1302, bound 0.3498
m -> m exp(2K(tau=1.0/t,w)): largest equivalent data shift 0.0276 sigma, L1 change 7.84e-04
model Gaussian 2t: al=13.78 chi2=22.41 Ng=8.77 A(0)=0.3462/t A(2.5t)=0.2841/t L1err=0.1380
   Lev=-44.33 norm=0.99994 <w>=0.4169 t <w^2>=4.614 t^2 G(beta/2)=0.06710
model Gaussian 3t: al=11.08 chi2=22.23 Ng=8.94 A(0)=0.3341/t A(2.5t)=0.2900/t L1err=0.1394
   Lev=-45.32 norm=0.99994 <w>=0.4168 t <w^2>=4.615 t^2 G(beta/2)=0.06708
model flat: al=4.912 chi2=21.48 Ng=9.50 A(0)=0.2828/t A(2.5t)=0.3190/t L1err=0.1664
   Lev=-48.97 norm=0.99995 <w>=0.4161 t <w^2>=4.588 t^2 G(beta/2)=0.06699
   true: norm=1.00000 <w>=0.4250 t <w^2>=4.571 t^2
flat vs Gaussian 2t: L1 distance 0.1255, max|dG|=2.06e-04
s=4: sv_(s+1)=1.68e+03, bound on eps=578, actual eps=2.85, L1 change=6.48e-01
s=8: sv_(s+1)=138, bound on eps=47.4, actual eps=1.23, L1 change=2.52e-01
s=12: sv_(s+1)=5.93, bound on eps=2.04, actual eps=0.0661, L1 change=1.91e-02
s=16: sv_(s+1)=0.14, bound on eps=0.0482, actual eps=0.00241, L1 change=7.47e-04
s=20: sv_(s+1)=0.00178, bound on eps=0.000612, actual eps=4.46e-06, L1 change=2.13e-06
s=24: sv_(s+1)=1.15e-05, bound on eps=3.94e-06, actual eps=1.96e-07, L1 change=5.71e-08
```
